# Why 2×2×2 Meshes Sample 64- and 216-Atom Silicon Cells Differently

A k-point has the dimension of an inverse length, so the fineness of a k mesh must be set by a length. Translation symmetry says which one. Take a cubic supercell of edge \(Na\), where \(a\) is the edge of the conventional eight-atom cell of the diamond lattice, and use \(m\) equally spaced k-points along each axis, starting at \(\Gamma\). Every Bloch wave on this mesh repeats itself after \(m\) supercells, that is, after the length

\[
L=m\,(Na)=mNa .
\]

The perfect host has no memory of where the supercell walls were drawn. Its sampling can therefore depend on \(m\) and \(N\) only through \(L\), and the mesh spacing must be \(2\pi/L\). Holding \(m\) fixed while \(N\) grows changes \(L\), and with it the sampling of the host.

This contradicts a tempting belief: that a 2×2×2 mesh, used for both the 64-atom cell (\(N=2\)) and the 216-atom cell (\(N=3\)), keeps the k sampling fixed, so that any change in a defect energy must come from the larger distance between defect images.

## The counter-example: listing the points

Along one axis, measure \(k\) in units of \(2\pi/a\). The reciprocal lattice of the supercell has spacing \(1/N\) in these units, and a \(\Gamma\)-centred mesh with \(m=2\) has the points \(0\) and \(1/(2N)\).

A supercell calculation at one point \(K\) contains the host states of several conventional-cell points, namely \(K\) plus each supercell reciprocal vector from \(0\) up to, but not including, \(1\), where the reciprocal lattice of the conventional cell repeats. For 64 atoms these vectors are \(0\) and \(1/2\), so the points are

\[
\{0,\tfrac14\}+\{0,\tfrac12\}=\{0,\tfrac14,\tfrac12,\tfrac34\}.
\]

For 216 atoms they are \(0,1/3,2/3\), and

\[
\{0,\tfrac16\}+\{0,\tfrac13,\tfrac23\}=\{0,\tfrac16,\tfrac13,\tfrac12,\tfrac23,\tfrac56\}.
\]

The first cell samples the host on a 4×4×4 conventional-cell mesh, the second on a 6×6×6 mesh. The conventional cell holds four primitive cells, so each of its k-points stands for four primitive ones. The two calculations thus use \(4\times4^3=256\) and \(4\times6^3=864\) primitive points. With \(a=0.54\) nm, the spacings are

\[
\frac{2\pi}{4\times0.54\ \text{nm}}=2.909\ \text{nm}^{-1},\qquad
\frac{2\pi}{6\times0.54\ \text{nm}}=1.939\ \text{nm}^{-1}.
\]

## The counter-example: energies

A model with a few orbitals per atom shows what this does to energies. Each atom carries one s orbital, three p orbitals and an excited s* orbital, at \(-4.0\), \(2.0\) and \(6.5\) eV. Only nearest neighbours are coupled. The two-centre hoppings are \(-2.0\) eV (ss), \(2.5\) eV (sp), \(2.4\) eV (s*p), \(2.7\) eV (pp\(\sigma\)) and \(-0.7\) eV (pp\(\pi\)); ss* and s*s* hopping is zero. There are four electrons per atom, and the filled bands are separated from the empty ones by a gap. "Energy" below means band energy: the sum of the occupied levels, with two electrons in each, averaged over the mesh.

Let \(e(M)\) be the host energy per atom on a \(\Gamma\)-centred \(M\times M\times M\) conventional-cell mesh. The supercells give

- 64 atoms, \(m=2\): \(-19.32325\) eV;
- 216 atoms, \(m=2\): \(-19.32340\) eV;
- 64 atoms, \(m=3\): \(-19.32340\) eV.

The first two have equal \(m\) and different energies. The last two have different \(m\) and equal energies, because \(3\times2=2\times3=6\). Relative to a mesh with \(M=16\), the error is \(0.154\) meV per atom at \(M=4\) and \(0.0025\) meV per atom at \(M=6\).

These errors look harmless, but a supercell energy multiplies them by the number of atoms. Suppose that the host energy of the 216-atom cell is not calculated, but is scaled up from the 64-atom cell in the belief that equal \(m\) means equal sampling. The true 216-atom host energy minus the scaled one is

\[
216\,[e(6)-e(4)]=216\times(-0.1513\ \text{meV})=-32.7\ \text{meV}.
\]

An impurity energy measured from the scaled reference is too low by 32.7 meV compared with one measured from the host in the same cell on the same mesh. No image interaction is involved: the error is there before any impurity is introduced.

## The general statement

Let the supercell consist of \(N\times N\times N\) conventional cells, and let its mesh along each axis be

\[
K_n=\frac{2\pi}{Na}\,\frac{n+s}{m},\qquad n=0,1,\dots,m-1 .
\]

Here \(s=0\) gives a \(\Gamma\)-centred mesh and \(s=1/2\) one shifted by half a step. The statement is:

**For the undistorted host, this mesh is equivalent to an \(M\times M\times M\) mesh of the conventional cell with \(M=mN\) and the same \(s\). Two supercells sample the host on the same mesh if they agree in both \(mN\) and \(s\).**

### Proof

The first step is to see which host states appear at \(K\). A Bloch state of the conventional cell with wave number \(k\) gains the factor \(e^{ika}\) when translated by \(a\). Translated by the supercell edge, it gains \(e^{ikNa}\). It is therefore also a Bloch state of the supercell, and it belongs to \(K\) if

\[
e^{ikNa}=e^{iKNa}
\quad\Longleftrightarrow\quad
k=K+\frac{2\pi}{Na}\,g,\qquad g\ \text{an integer}.
\]

Adding \(N\) to \(g\) changes \(k\) by \(2\pi/a\), a reciprocal vector of the conventional cell, and gives nothing new. The distinct choices are \(g=0,1,\dots,N-1\).

No state is missing. If the conventional cell has \(B\) orbitals, there are \(N^3\) choices of \(g\) in three dimensions with \(B\) states each, hence \(N^3B\) independent states. This is the number of orbitals in the supercell.

The second step inserts the mesh:

\[
k=\frac{2\pi}{Na}\left(\frac{n+s}{m}+g\right)
=\frac{2\pi}{Na}\,\frac{n+s+mg}{m}
=\frac{2\pi}{a}\,\frac{(n+mg)+s}{mN}.
\]

Put \(j=n+mg\). Division of \(j\) by \(m\) gives a unique quotient \(g\) and a unique remainder \(n\). As \(n\) runs from \(0\) to \(m-1\) and \(g\) from \(0\) to \(N-1\), \(j\) therefore takes each value from \(0\) to \(mN-1\) once. Hence

\[
k_j=\frac{2\pi}{a}\,\frac{j+s}{M},\qquad j=0,\dots,M-1,\qquad M=mN .
\]

The same holds on each axis, which proves the statement.

The argument was tested on complete spectra. Supercell matrices were built atom by atom for 64 atoms with \(m=2\) and \(3\), and for 216 atoms with \(m=2\), each with both values of \(s\). Their levels were compared with those of a two-atom primitive cell on the predicted points. The largest difference was \(1.7\times10^{-13}\) eV, which is rounding error.

### From equal points to equal energies

Equal k-points give equal energies if the same states are filled. In an insulator they are: the gap separates the same bands whether levels are counted at each \(K\) or at each \(k\). In a metal, the states must be filled up to a common Fermi level, with the same smearing in both cells. Filling a fixed number of levels at each \(K\) would break the equivalence.

In a self-consistent calculation the potential must also agree. Each host Bloch state has a density with the period of the conventional cell, so the same set of states yields the same density and potential. A self-consistent solution for the small cell is then also one for the supercell, provided that the basis and the numerical grids correspond and that the supercell does not settle into a different state of lower symmetry.

## What the mesh means in real space

Multiply \(k_j\) by the length \(L=Ma\):

\[
e^{ik_jL}=e^{2\pi i(j+s)}=e^{2\pi i s}.
\]

For \(s=0\) this factor is \(1\), and the mesh describes a finite crystal of edge \(L\) with periodic boundary conditions. It holds \(8M^3\) atoms: 512 for \(M=4\), with an edge of 2.16 nm, and 1728 for \(M=6\), with an edge of 3.24 nm. For \(s=1/2\) the factor is \(-1\), and the waves change sign across the same length.

This picture also gives the form of the sampling error. Let \(\varepsilon(\mathbf k)\) be the sum of the occupied levels at \(\mathbf k\), and expand it in conventional lattice vectors \(a\mathbf r\), where \(\mathbf r\) has integer components:

\[
\varepsilon(\mathbf k)=\sum_{\mathbf r}c_{\mathbf r}\,e^{ia\mathbf k\cdot\mathbf r}.
\]

The true zone average is \(c_{\mathbf 0}\). On the mesh, each axis contributes the factor

\[
\frac1M\sum_{j=0}^{M-1}e^{2\pi i(j+s)r/M}
=\begin{cases}e^{2\pi isp}, & r=Mp,\ p\ \text{an integer},\\ 0, & \text{otherwise,}\end{cases}
\]

because the sum is a geometric series that closes on itself unless \(r\) is a multiple of \(M\). The sampling error is therefore

\[
\bar\varepsilon_M-c_{\mathbf 0}=\sum_{\mathbf p\ne\mathbf 0}c_{M\mathbf p}\,e^{2\pi is(p_x+p_y+p_z)} .
\]

Only Fourier terms that reach across the whole finite crystal enter. With a gap, \(\varepsilon(\mathbf k)\) is smooth and its coefficients fall off rapidly with distance. This agrees with the drop of the error by a factor of about 60 between \(M=4\) and \(M=6\). In a metal, \(\varepsilon(\mathbf k)\) is not smooth at the Fermi surface, where a level changes from filled to empty. The coefficients then fall off more slowly, and a mismatch of meshes can matter more.

## The shift must match too

To match the 216-atom cell with \(m=2\), the 64-atom cell needs \(m=6/2=3\). The reverse match is impossible: \(M=4\) in the 216-atom cell would require \(m=4/3\).

The pair 3×3×3 and 2×2×2 contains a trap. The standard Monkhorst–Pack rule places the points symmetrically about \(\Gamma\). An odd mesh then contains \(\Gamma\), so \(s=0\), while an even mesh straddles it, so \(s=1/2\). With this rule the two cells have equal \(M=6\) but different \(s\), and the energies per atom are

\[
-19.3234018\ \text{eV}\ (64\ \text{atoms}),\qquad
-19.3234038\ \text{eV}\ (216\ \text{atoms}).
\]

The difference is \(-0.002\) meV per atom. It is small here because both meshes are nearly converged, but the factor \(e^{2\pi is(p_x+p_y+p_z)}\) shows that it is a real difference in sampling. Choosing \(\Gamma\)-centred meshes for both cells removes it.

## What happens to a defect energy

Now lower the s level of one atom per supercell by 1 eV. This is a simple isovalent impurity: the number of electrons does not change and the gap stays open. Define

\[
D(N,m)=E_{\text{impurity}}(N,m)-E_{\text{host}}(N,m),
\]

with the same cell and \(\Gamma\)-centred mesh in both terms. \(D\) is a difference of band energies, not a full formation energy.

### A weak impurity

Let the shift of the s level be \(u\), so that the perturbation is \(u\,|s_0\rangle\langle s_0|\), where \(|s_0\rangle\) is the s orbital of the impurity atom. To first order, the energy changes by the expectation value of the perturbation in the host states. With two electrons per level and an average over the \(m^3\) points,

\[
D=u\,\frac{2}{m^3}\sum_{\mathbf K}\sum_{i\ \text{occ}}|\langle s_0|\psi_{i\mathbf K}\rangle|^2+O(u^2)
=u\,n_s+O(u^2).
\]

Here \(n_s\) is the number of electrons in the s orbital of a host atom. All host atoms are equivalent: lattice translations connect those on one sublattice, and inversion about a bond centre exchanges the two sublattices while mapping a mesh with \(s=0\) or \(s=1/2\) onto itself. So \(n_s\) is a property of the host on the folded mesh. It depends on \(M\) and \(s\), but not separately on \(N\).

The linear term therefore contains no interaction between images. To this order, a change of \(D\) between two cells at fixed \(m\) is purely a change of sampling.

This was tested by applying shifts of \(\pm0.005\) eV and taking the slope of the energy. The 8-atom cell with \(m=4\) and the 64-atom cell with \(m=2\) both gave 1.234796 electrons. The 8-atom cell with \(m=6\) and the 64-atom cell with \(m=3\) both gave 1.234857. These agree with \(n_s\) from the primitive cell at \(M=4\) and \(M=6\).

### Where the images enter

Consider the finite periodic crystal of edge \(Ma\). It contains \(m^3\) supercells and hence \(m^3\) impurities. When all their s levels are shifted by \(u\), the s population at impurity \(\ell\) becomes, to first order,

\[
n_\ell=n_s+u\sum_{\ell'}\chi_{\ell\ell'},
\]

where \(\chi_{\ell\ell'}\) is the response at site \(\ell\) to a level shift at site \(\ell'\). The derivative of the total energy with respect to \(u\) is \(\sum_\ell n_\ell\). Integrating from zero and dividing by the number of impurities, which are all equivalent, gives

\[
D=u\,n_s+\frac{u^2}{2}\Big(\chi_{00}+\sum_{\ell'\neq0}\chi_{0\ell'}\Big)+O(u^3).
\]

The last sum is the leading image interaction. The 64-atom cell with \(m=3\) and the 216-atom cell with \(m=2\) describe the same 1728-atom crystal, with 27 and 8 impurities. They share \(n_s\) and \(\chi_{00}\), and differ in the distance between impurities. This is the comparison that isolates the images.

### The two causes separated

For the full shift of \(-1\) eV the results are

- \(D(2,2)=-1.275807\) eV;
- \(D(2,3)=-1.275883\) eV;
- \(D(3,2)=-1.275883\) eV.

The change at fixed \(m=2\) splits into two parts:

\[
\underbrace{D(3,2)-D(2,2)}_{-0.076\ \text{meV}}
=\underbrace{D(2,3)-D(2,2)}_{\text{sampling: }-0.076\ \text{meV}}
+\underbrace{D(3,2)-D(2,3)}_{\text{images: below }0.001\ \text{meV in size}} .
\]

Anyone who took the 2×2×2 mesh as fixed sampling would read \(-0.076\) meV as the effect of moving the images apart. In this example it is a sampling effect, and the image part vanishes at the printed resolution. The linear law predicts a sampling part of

\[
u\,[n_s(6)-n_s(4)]=-0.061\ \text{meV},
\]

which is most of it; higher orders in \(u\) supply the rest.

The numbers also show why the matched host reference matters. At \(M=4\) the host error of the whole 64-atom cell is \(64\times0.154=9.8\) meV. Yet \(D(2,2)\) differs by only 0.079 meV from its value at \(m=4\), which is \(-1.275886\) eV. Subtracting the host on the same mesh removes nearly all of the host error. What survives is the part that the impurity itself changes.

## Comparison with real silicon

The parameters are round values in the rough regime of silicon. The lattice constant is close to the real one, and the gap of 0.92 eV, found on the \(M=16\) mesh, is somewhat below the real gap of roughly 1.1 eV. Thermal excitation is negligible for this purpose, since \(e^{-E_g/2k_BT}\) is about \(2\times10^{-8}\) at 300 K for the model gap \(E_g\). A spin–orbit splitting of 0.04 eV changes \(e(6)-e(4)\) by no more than \(2\times10^{-5}\) meV per atom.

Two other omissions, charging and relaxation, affect \(D\) itself. The impurity attracts 0.070 extra electrons. With a rough on-site repulsion of 8 eV, and the charge held at this value, the charging energy of the impurity atom is \(\tfrac12\times8\times0.070^2\approx0.02\) eV, though it changes by only 0.011 meV between \(m=2\) and \(m=3\). In a self-consistent calculation the repulsion would drive part of the extra charge away and lower this energy. To see how sensitive \(D\) is to the bonds, weaken only the four impurity hoppings, by the factor \(1.02^{-2}\) that belongs to a 2% longer bond if hoppings scale as the inverse square of the length. This raises \(D\) by 1.55 eV. That is not a relaxation energy, because in a cell of fixed size the other bonds cannot stay as they are. If the four neighbours move outward by a small distance \(\delta\), each of their twelve other bonds shortens by \(\delta/3\), and around a host atom the total first-order change of the band energy is zero by symmetry. The model also lacks the repulsion between atoms, so it cannot give a relaxation energy at all. The weaker hoppings also change the sampling part from \(-0.076\) to \(-0.110\) meV.

Under the conditions given above for self-consistent calculations, the folding rule carries over to real silicon, but the energies do not. In particular, the tiny image part was found for one weak, neutral impurity in a model without long-range forces, and other impurities can have a larger one. Charged defects interact through Coulomb forces, relaxed defects through strain, and shallow donors have wave functions wider than either cell. For these the image part can be far larger than the sampling part.

## Choosing meshes

To study the effect of cell size at fixed host sampling, choose one \(M\) divisible by every \(N\) in the series, set \(m=M/N\), and keep the same \(s\). For 64 and 216 atoms the smallest choice is \(M=6\), with \(m=3\) and \(m=2\). Including the 512-atom cell (\(N=4\)) requires \(M=12\), with \(m=6,4,3\).

Matching is not convergence. Two cells on equal but coarse meshes share the same host error per atom, and a defect level that overlaps with its images forms a band that must itself be sampled well enough. Conversely, if the energy of interest has converged with \(m\) in each cell separately, to a tolerance well below the size effect sought, unequal \(M\) does no harm.

A series at constant \(m=2\) is not wrong as a route to the isolated defect either: as \(N\) grows, the images move apart and the host mesh becomes finer. Its steps, however, mix the two effects, and cannot be assigned to the images unless the sampling part has been shown to be small.

## Values computed for the example and the checks

```
INPUTS (round, rough silicon regime)
lattice constant a = 0.54 nm
levels s, p, s* = -4.0, 2.0, 6.5 eV
hoppings ss, sp, s*p = -2.0, 2.5, 2.4 eV
hoppings pp sigma, pp pi = 2.7, -0.7 eV
impurity s-level shift = -1.0 eV
host gap on M=16 mesh = 0.916 eV
FOLDED MESHES
64 atoms, m=2: M=4, primitive points 256
  cell edge 1.08 nm, crystal edge 2.16 nm, k step 2.909 nm^-1
64 atoms, m=3: M=6, primitive points 864
  cell edge 1.08 nm, crystal edge 3.24 nm, k step 1.939 nm^-1
216 atoms, m=2: M=6, primitive points 864
  cell edge 1.62 nm, crystal edge 3.24 nm, k step 1.939 nm^-1
largest spectrum mismatch = 1.7e-13 eV
HOST BAND ENERGY PER ATOM, Gamma-centred
64 atoms, m=2: -19.3232505 eV
64 atoms, m=3: -19.3234018 eV
216 atoms, m=2: -19.3234018 eV
M=16 reference: -19.3234044 eV
error at M=4: 0.1538 meV
error at M=6: 0.0025 meV
M=12 minus M=16: 0.00000 meV
scaled 64-atom reference error, 216 atoms: -32.68 meV
STANDARD MONKHORST-PACK TRAP, both M=6
64 atoms, 3x3x3 (Gamma): -19.3234018 eV/atom
216 atoms, 2x2x2 (shifted): -19.3234038 eV/atom
difference, 216 minus 64: -0.0020 meV/atom
WEAK IMPURITY: slope dD/du, electrons
host n_s at M=4, 6, 16: 1.234796, 1.234857, 1.234859
M=4: 8 atoms 1.234796, 64 atoms 1.234796
M=6: 8 atoms 1.234857, 64 atoms 1.234857
FINITE IMPURITY: energy D
64 atoms, m=2: -1.275807 eV
64 atoms, m=3: -1.275883 eV
64 atoms, m=4: -1.275886 eV
216 atoms, m=2: -1.275883 eV
total change at fixed m=2: -0.076 meV
sampling part (64 atoms, m=2 to 3): -0.076 meV
image part (M=6, 64 to 216 atoms): -0.000 meV
linear estimate of sampling part: -0.061 meV
smallest gap with impurity: 0.908 eV
NEGLECTED EFFECTS
2% longer impurity bonds, change of D: 1.5494 eV
  sampling part then: -0.110 meV
impurity excess electrons, m=2, 3: 0.06960, 0.06962
charging energy (rough U=8 eV), m=3: 19.39 meV
  its change from m=2 to 3: 0.011 meV
host e(6)-e(4), no spin-orbit: -0.15131 meV/atom
  with 0.04 eV splitting: -0.15130 meV/atom
thermal factor exp(-gap/2kT), 300 K: 2.0e-08
```
